Power Spectrum of a Two-State Oxide Trap with Unequal Times

**Problem**

A single trap sits in the gate oxide next to an n-type two-dimensional channel. When the trap is empty the channel carries a current I0. When the trap holds an electron, its charge repels channel electrons and the current is lower by a fixed step ΔI:

I(t) = I0 − ΔI n(t), n = 0 (empty) or 1 (filled).

An empty trap captures an electron at the constant rate 1/τc, and a filled trap emits it at the constant rate 1/τe. Thus τc is the mean time spent empty and τe the mean time spent filled. Bias and temperature are fixed, the switching is memoryless, the steps are sharp, and there is no other noise.

Take I0 = 100 nA, ΔI = 2 nA, τc = 4 ms and τe = 1 ms.

(a) Find the power spectrum S(f) of the current fluctuation, its half-power corner and the variance.

(b) Generate the spectrum from random switching records and check corner and variance.

(c) Decide whether τc and τe can be recovered from the spectrum.

The spectrum is one-sided: f is the ordinary frequency in Hz, f > 0, and the integral of S over f from 0 to ∞ is the variance. I write ω = 2πf. Neither ħ, m nor e enters once ΔI and the two times are given, and the choice of electromagnetic units has no effect.

**A tempting solution**

The current trace shows downward pulses of height ΔI. Each lasts a random time θ with the exponential distribution of mean τe. One capture occurs per cycle of mean length τc + τe, so pulses begin at the mean rate

r = 1/(τc + τe).

A pulse that begins at t_k contributes F_k exp(−iωt_k) to the Fourier integral of n, where

F = ∫₀^θ exp(−iωt) dt = [1 − exp(−iωθ)]/(iω).

Treat the pulses as independent. In the average of |Σ F_k exp(−iωt_k)|² the products of different pulses then cancel, and a record of length T leaves rT equal terms ⟨|F|²⟩. Since ⟨cos ωθ⟩ = 1/(1 + ω²τe²),

⟨|F|²⟩ = 2(1 − ⟨cos ωθ⟩)/ω² = 2τe²/(1 + ω²τe²).

Dividing by T, and multiplying by 2 for the one-sided convention and by ΔI², gives

S_pulse(f) = 4ΔI² τe² / {(τc + τe)(1 + ω²τe²)}.

This is a Lorentzian with corner 1/(2πτe) = 159 Hz. Its plateau is 4 × 4 × 1/5 = 3.2 nA² ms, or 3.2 × 10⁻³ nA²/Hz. Its area is ΔI² τe/(τc + τe) = 4 × 0.2 = 0.8 nA².

**Where it fails**

The area can be checked without any spectrum. Let p be the probability that the trap is filled. Because n is 0 or 1, n² = n, so

⟨n²⟩ − ⟨n⟩² = p − p² = p(1 − p).

With p = τe/(τc + τe) = 0.2 the variance must be 4 × 0.2 × 0.8 = 0.64 nA². The pulse calculation gave ΔI² p instead. That is the variance for a Poisson number of pulses present at once, with mean p: it admits moments with two or three electrons in the trap.

The false step is therefore the independence of the pulses. A filled trap cannot capture, so a new pulse cannot begin until the previous one has ended. The starting times are correlated, and the products of different pulses do not cancel.

Exchanging the times makes the error plain. For τc = 1 ms and τe = 4 ms the trap is filled with probability 0.8, and the pulse formula gives an area of 4 × 0.8 = 3.2 nA². But p(1 − p) is at most 1/4, so a current with two levels 2 nA apart has a variance of at most 1 nA².

**Correct solution of (a)**

*Relaxation.* Let P(t) be the probability that the trap is filled at time t. Capture needs an empty trap and emission a filled one:

dP/dt = (1 − P)/τc − P/τe = 1/τc − P(1/τc + 1/τe).

Define

1/τ = 1/τc + 1/τe, τ = τcτe/(τc + τe).

Setting dP/dt = 0 gives the stationary value

p = τ/τc = τe/(τc + τe).

Since 1/τc = p/τ, the rate equation becomes dP/dt = −(P − p)/τ, with the solution

P(t) = p + [P(0) − p] exp(−t/τ).

The two rates add because both processes erase the memory of the initial state. A trap known to be filled loses that distinction by emission, and it is also refilled by capture. The pulse argument allowed for the first process alone.

*Covariance.* For t ≥ 0 the product n(0)n(t) is 1 if the trap is filled at both times and 0 otherwise. The first event has probability p. Given it, P(0) = 1, so

⟨n(0)n(t)⟩ = p[p + (1 − p) exp(−t/τ)].

Subtracting ⟨n⟩² = p² and multiplying by (−ΔI)² = ΔI² gives the current covariance

C(t) = σ² exp(−|t|/τ), σ² = ΔI² p(1 − p).

The modulus appears because a stationary covariance is even in t. The sign of the current step has dropped out.

*Spectrum.* The two-sided spectrum is the integral of C(t) exp(−iωt) over all t, which is 2∫₀^∞ C(t) cos ωt dt because C is even. Folding the negative frequencies onto the positive ones doubles it:

S(f) = 4 ∫₀^∞ C(t) cos ωt dt.

The integral is the real part of an elementary one:

∫₀^∞ exp(−t/τ) cos ωt dt = Re[1/(1/τ + iω)] = (1/τ)/(1/τ² + ω²) = τ/(1 + ω²τ²).

Hence

S(f) = 4σ²τ / [1 + (2πfτ)²].

The mean current has been removed, so there is no delta function at f = 0.

*Corner and area.* S falls to half its plateau when 2πfτ = 1:

fc = 1/(2πτ) = (1/2π)(1/τc + 1/τe).

The area up to a frequency F follows with the substitution u = 2πfτ, df = du/(2πτ):

∫₀^F S df = (4σ²τ/2πτ) arctan(2πFτ) = (2σ²/π) arctan(F/fc).

For F → ∞ the arctangent is π/2 and the area is σ², as the convention requires. For F = fc it is π/4, so half the variance lies below the corner.

*Numbers.* The rates are 0.25 and 1 per ms, so 1/τ = 1.25 per ms and τ = 0.8 ms. Then

fc = 1/(2π × 0.8 ms) = 198.9 Hz,

σ² = 4 nA² × 0.2 × 0.8 = 0.64 nA², σ = 0.8 nA,

S(0) = 4 × 0.64 nA² × 0.8 ms = 2.048 nA² ms = 2.048 × 10⁻³ nA²/Hz.

The mean current is 100 − 2 × 0.2 = 99.6 nA. The corner lies above both 1/(2πτc) = 39.8 Hz and 1/(2πτe) = 159.2 Hz, and it is their sum. The shorter time dominates it, but the longer one still shifts it by a quarter of the larger value.

**How the missing products repair the pulse picture**

The pulse sum gives the right plateau once the correlations are kept. Let g be an empty interval, and define the averages

a = ⟨exp(−iωθ)⟩ = 1/(1 + iωτe), b = ⟨exp(−iωg)⟩ = 1/(1 + iωτc).

Consider a pulse and the m-th one after it. Their starting times differ by m filled and m empty intervals. The first filled interval is the duration θ of the earlier pulse itself, so it must be averaged together with F*:

⟨F* exp(−iωθ)⟩ = ⟨[1 − exp(iωθ)] exp(−iωθ)⟩/(−iω) = (a − 1)/(−iω) = τe a.

The last equality uses 1 − a = iωτe a. The later pulse contributes ⟨F⟩ = (1 − a)/(iω) = τe a. The remaining intervals give b(ab)^(m−1). Summing the geometric series over m, with a factor 2 Re for the two orders of each pair, gives the cross term per pulse

X₂ = 2 Re[τe² a² b/(1 − ab)] = 2τe² Re[a/(1/(ab) − 1)].

Here |ab| < 1 for ω > 0, so the series converges. The limit of an infinitely long record is taken at fixed ω, before ω is made small. Multiplying out,

1/(ab) − 1 = iω(τc + τe) − ω²τcτe = iω(τc + τe)(1 + iωτ).

For small ω, a ≈ 1 − iωτe and 1/(1 + iωτ) ≈ 1 − iωτ. The leading term 1/[iω(τc + τe)] is imaginary and drops out of the real part. The next term is real:

X₂ → −2τe² (τe + τ)/(τc + τe) = −2τe² [p + p(1 − p)].

The last form uses τ/(τc + τe) = p(1 − p). Adding the single-pulse term 2τe² gives

2τe² [1 − p − p(1 − p)] = 2τe² (1 − p)².

The omitted products thus reduce the plateau by the factor (1 − p)² = 0.64, and 3.2 × 0.64 = 2.048 nA² ms, as found above. They are negative at low frequency because the pulses exclude one another. This has two effects: the pulses arrive more evenly than independent ones, and a long pulse delays those that follow it.

**Limits**

*Rarely filled trap, τe ≪ τc.* Then p ≪ 1 and τ = (1 − p)τe ≈ τe. Overlap of independent pulses would be rare anyway, and the pulse formula becomes correct to leading order in p. At p = 0.2 it still misplaces the corner: the correct value is higher by the factor 1/(1 − p) = 1.25.

*Mostly filled trap, τe ≫ τc.* Now τ ≈ τc. The rare events are the short empty intervals, and their duration sets the corner.

*High frequency.* For ωτ ≫ 1 the spectrum tends to 4σ²/(ω²τ). Inserting p(1 − p) = τcτe/(τc + τe)² and 1/τ = (τc + τe)/(τcτe),

σ²/τ = ΔI²/(τc + τe).

With two jumps per cycle the jump rate is ν = 2/(τc + τe), so

S(f) → 2νΔI²/(2πf)².

The tail counts jumps. The pulse formula has the same tail, because its error lies in the correlation between pulses, which fades at high frequency. A measurement confined to the far tail would therefore hardly expose the mistake.

**Generating the spectrum: part (b)**

For each record, draw the initial state, filled with probability p. Then draw alternating dwell times from exponential distributions, with mean τc when empty and τe when filled. The record begins at an arbitrary moment, possibly in the middle of a dwell. Because the switching is memoryless, the remaining time has the same exponential distribution as a full dwell, so no special first draw is needed.

Let the jumps occur at times t_j, with s_j = +1 for capture and −1 for emission. Then n(t) is its initial value n(0) plus the sum of s_j over the jumps that have already occurred. Choose f = k/T with an integer k ≥ 1, so that exp(−iωT) = 1. The constant n(0) integrates to zero over the record, and each jump contributes

s_j ∫ exp(−iωt) dt (from t_j to T) = s_j [exp(−iωt_j) − 1]/(iω).

The Fourier integral is therefore

X = Σ_j s_j [exp(−iωt_j) − 1]/(iω).

No sampling grid is used, so no power is folded back from frequencies above a sampling limit. The spectral estimate is 2ΔI²|X|²/T, averaged over records.

To see what this estimates, write |X|² as a double integral over two times. The mean of n drops out at these frequencies. A time difference t, of either sign, occurs over a length T − |t|, so

⟨2ΔI²|X|²/T⟩ = 4 ∫₀^T (1 − t/T) C(t) cos ωt dt.

This is S(f) apart from the factor 1 − t/T. With s = 1/τ + iω and exp(−T/τ) neglected, integration by parts gives

∫₀^T (1 − t/T) exp(−st) dt = 1/s − 1/(Ts²).

The real parts are

Re(1/s) = (1/τ)/(1/τ² + ω²), Re(1/s²) = (1/τ² − ω²)/(1/τ² + ω²)².

Dividing the correction by the main term, and writing x = ωτ = f/fc, gives the bias relative to S(f):

−(τ/T)(1 − x²)/(1 + x²).

A finite record lowers the plateau slightly, raises the tail slightly and leaves the value at the corner unchanged to this order. For T = 800 ms the bias is at most τ/T = 0.1 % in size.

*Result.* The spectrum was averaged over 4000 independent records of 800 ms. Each record spans 1000 relaxation times, so the real and imaginary parts of X should be nearly Gaussian. |X|² is then nearly exponentially distributed, with a standard deviation equal to its mean. Averaging should leave a relative scatter of 1/√4000 = 1.6 % per frequency. Some values, in nA²/Hz, are:

f = 20 Hz: generated 2.00 × 10⁻³, formula 2.03 × 10⁻³

f = 215 Hz: generated 9.55 × 10⁻⁴, formula 9.45 × 10⁻⁴

f = 1990 Hz: generated 2.06 × 10⁻⁵, formula 2.03 × 10⁻⁵

Over all 38 frequencies the root-mean-square deviation from the formula is 0.90 of the expected scatter.

A Lorentzian with free height and free corner was fitted to these points. The corner is 198.7 ± 0.6 Hz, against 198.9 Hz from the formula. The value 159 Hz of the pulse argument is excluded by more than fifty standard errors. The quoted fit errors treat the points at different frequencies as independent, which is only approximately true because they come from the same switching records. The area under the fitted curve is 0.641 ± 0.002 nA², which agrees with 0.64 and excludes 0.8.

The variance can also be found without a spectrum. The trap was filled for a fraction 0.2000 ± 0.0003 of the total time, which gives ΔI² p(1 − p) = 0.6400 ± 0.0007 nA². The error follows from the derivative of p(1 − p): 4 × (1 − 0.4) × 0.00028 = 0.0007.

The jump count tests the tail. The records contain 399.3 jumps per second, against 2/(5 ms) = 400. Is the difference of 0.18 % reasonable? The total time of 3200 s holds N ≈ 640 000 cycles. One cycle has the variance τc² + τe² = 17 ms² and the mean 5 ms, so the relative standard error of the count is about √17/(5√N) = 0.10 %. The difference is 1.7 standard errors, an ordinary fluctuation. At f = 20fc the Lorentzian should lie below its own asymptote by the factor 400/401 = 0.9975. Relative to the tail built from the counted rate, this becomes 0.9975 × 400/399.3 = 0.999, as the numerical output shows.

**Recovering the two times: part (c)**

A Lorentzian supplies two numbers, its corner and its area. The model has three unknowns: ΔI, τc and τe. The spectrum alone therefore cannot fix them.

If ΔI is read from the current trace, the area gives

p(1 − p) = σ²/ΔI², p = ½[1 ± √(1 − 4σ²/ΔI²)].

The two roots add up to 1. From p = τ/τc and 1 − p = τ/τe,

τc = τ/p, τe = τ/(1 − p).

Replacing p by 1 − p exchanges the two times, while τ and σ² stay the same. A trap with τc = 4 ms and τe = 1 ms therefore has the same spectrum as one with τc = 1 ms and τe = 4 ms. The mean current distinguishes them if I0 is known: it is 99.6 nA in the first case and 98.4 nA in the second. The trace also shows directly at which level the current spends more time.

Here the trap is mostly empty, so the smaller root applies. The fitted area gives σ²/ΔI² = 0.6407/4 = 0.1602 and p = 0.200. The fitted corner gives τ = 0.801 ms. The recovered times are τc = 4.00 ± 0.02 ms and τe = 1.002 ± 0.003 ms, where the errors are propagated from those of the fitted corner and area.

The inversion loses accuracy when the times are nearly equal. A small error δ in σ²/ΔI² produces an error δ/(1 − 2p) in p, and the denominator vanishes at p = ½. The variance is then at its maximum and no longer responds to p in first order.

**When the result does not apply**

*Limited bandwidth.* An instrument that passes all frequencies up to F unchanged and cuts off sharply there sees the fraction (2/π) arctan(F/fc) of the variance. For F = 10fc this is 0.937, so adding up the measured power underestimates σ² by about 6 %. A real amplifier rolls off gradually. A single-pole filter with corner F multiplies S by 1/(1 + f²/F²) and passes the fraction F/(F + fc), which is 0.909 for F = 10fc. Fitting the Lorentzian and using the area of the fitted curve avoids the loss, provided the instrument response is divided out or the fit stays well below F, and provided the Lorentzian form holds beyond F.

*Several traps.* If traps switch independently and their current steps add, their covariances add and so do their spectra. Traps with different τ then give a sum of Lorentzians that is not itself a Lorentzian, and its half-power frequency is in general not the corner 1/(2πτ) of any one trap. If the charge of one trap changes the rates of another, the traps are in general correlated, and then even this addition fails.

*Changing rates or hidden states.* A drifting gate bias makes τc and τe depend on time, and C then no longer depends on the time difference alone. A trap with a further internal state can have dwell times that are not exponential, and the rate equation for P alone is then not closed. The identity σ² = ΔI² p(1 − p) survives in a stationary state, because it needs nothing beyond two current levels. The single exponential, and with it the corner formula, was derived for constant rates and a trap with no further internal state.

Numbers as computed

```
Current with empty trap I0 = 100.0 nA
Current step dI = 2.0 nA
Mean capture time tau_c = 4.0 ms
Mean emission time tau_e = 1.0 ms
Filled probability p = 0.200
Mean current = 99.600 nA
Mean current, times exchanged = 98.400 nA
Relaxation time tau = 0.800 ms
Variance, formula = 0.6400 nA^2
RMS current fluctuation = 0.800 nA
Largest variance at this dI (p = 1/2) = 1.000 nA^2
Zero-frequency plateau S(0) = 2.0480e-03 nA^2/Hz
Corner, formula = 198.94 Hz
Corner, root of transformed covariance = 198.94 Hz
Area under S, quadrature = 0.6400 nA^2
Fraction of area below corner = 0.5000
Wrong corner from tau_c alone = 39.79 Hz
Wrong corner from tau_e alone = 159.15 Hz
Records = 4000, length of each = 800 ms
Largest finite-record bias tau/T = 0.10 %
Expected scatter per point = 1.58 %
Number of fitted frequencies = 38
RMS deviation / expected scatter = 0.90
Fitted corner = 198.7 +- 0.6 Hz
Fitted area = 0.6407 +- 0.0017 nA^2
Filled time fraction = 0.20001 +- 0.00028
Variance from filled time = 0.6400 +- 0.0007 nA^2
Jump rate, counted = 399.29 per s
Jump rate, formula = 400.00 per s
S / jump-count tail at 20 corners = 0.9993
Recovered tau_c = 3.999 ms, tau_e = 1.002 ms
f (Hz) | S generated | S formula (nA^2/Hz)
   20.00 | 2.000e-03 | 2.028e-03
  108.75 | 1.609e-03 | 1.577e-03
  215.00 | 9.553e-04 | 9.447e-04
  505.00 | 2.760e-04 | 2.751e-04
 1990.00 | 2.056e-05 | 2.027e-05
```
